# Exchange-correlation potential jump and Mott gap of the Hubbard chain, part 2

The one-dimensional Hubbard chain, with $t=1$,

$$H=-t\sum_{i,\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+\sum_i v_i n_i ,$$

has, for $v_i=0$, ground-state energy $E(N)$ on an even ring of $L$ sites and $e(n,U)$ per site at filling $n$:

$$E(2L-N)=E(N)+U(L-N),\qquad e(2-n)=e(n)+U(1-n).\tag{1}$$

The limits of $\mu=\partial e/\partial n$ below and above $n=1$ are $\mu_-$ and $\mu_+=U-\mu_-$. The density functional is $T_s+E_H+E_{xc}$, with $T_s$ the kinetic functional at $U=0$ and $E_H=U\sum_i n_i^2/4$. The Bethe-ansatz local density approximation (BALDA) takes

$$E_{xc}=\sum_i e_{xc}(n_i),\qquad e_{xc}(n)=e(n,U)+\frac4\pi\sin\frac{\pi n}{2}-\frac{Un^2}{4},$$

$$v_{xc}(n)=\frac{de_{xc}}{dn}=\mu(n)+2\cos\frac{\pi n}{2}-\frac{Un}{2}.\tag{2}$$

With $u=U/4$ and $M$ spins down, the discrete Bethe equations are

$$Lk_j=2\pi I_j-\sum_{\alpha=1}^{M}2\arctan\frac{\sin k_j-\Lambda_\alpha}{u},$$

$$\sum_{j=1}^{N}2\arctan\frac{\Lambda_\alpha-\sin k_j}{u}=2\pi J_\alpha+\sum_{\beta=1}^{M}2\arctan\frac{\Lambda_\alpha-\Lambda_\beta}{2u},$$

with $E=-2\sum_j\cos k_j$ and consecutive $I_j$, $J_\alpha$. Both sets are symmetric about zero for $N=4p+2$, $M=N/2$; for $N=4p+1$, $M=2p$, $J_\alpha$ runs from $-p+1$ to $p$. For the infinite chain,

$$\rho(k)=\frac1{2\pi}+\cos k\int_{-Q}^{Q}R(\sin k-\sin k')\,\rho(k')\,dk',\qquad R(x)=\frac1\pi\int_0^\infty\frac{\cos\omega x}{1+e^{2u\omega}}\,d\omega,\tag{4}$$

$$n=\int_{-Q}^{Q}\rho\,dk,\qquad e=-2\int_{-Q}^{Q}\cos k\,\rho\,dk ,$$

with $R(0)=\frac{\ln2}{2\pi u}$, and

$$f(k)=f_0(k)+\int_{-Q}^{Q}R(\sin k-\sin k')\cos k'\,f(k')\,dk'.\tag{5}$$

Here $f=\varepsilon$ for $f_0=-2\cos k$ and $f=\xi$ for $f_0=1$, and

$$\frac{de}{dQ}=2\rho(Q)\,\varepsilon(Q),\qquad\frac{dn}{dQ}=2\rho(Q)\,\xi(Q),\qquad\mu=\frac{\varepsilon(Q)}{\xi(Q)}.\tag{6}$$

At $Q=\pi$, $n=\xi=1$ and, with Bessel functions $J_\nu$,

$$\rho_\pi(k)=\frac1{2\pi}+\frac{\cos k}{\pi}\int_0^\infty\frac{J_0(\omega)\cos(\omega\sin k)}{1+e^{2u\omega}}d\omega,\qquad\varepsilon_\pi(k)=-2\cos k-4\int_0^\infty\frac{J_1(\omega)\cos(\omega\sin k)}{\omega\,(1+e^{2u\omega})}d\omega,$$

$$e(1)=-4\int_0^\infty\frac{J_0J_1}{\omega\,(1+e^{\omega U/2})}d\omega,\qquad\mu_-=2-4\int_0^\infty\frac{J_1}{\omega\,(1+e^{\omega U/2})}d\omega .$$

Identifying $\mu_-=\varepsilon_\pi(\pi)$ gives the jump

$$v_{xc}(1^+)-v_{xc}(1^-)=\Delta\equiv U-4+8\int_0^\infty\frac{J_1(\omega)}{\omega\,(1+e^{\omega U/2})}\,d\omega.\tag{7}$$

To find its sign, put $a=2u=U/2$, $g(x)=\sqrt{1+a^2x^2}-a|x|$ and $q_l=(2l+1)\pi$. The integral in (7) is $S=\sum_{m\ge1}(-1)^{m+1}g(m)$. Useful integrals are $\int_0^\infty J_0e^{-b\omega}d\omega=(1+b^2)^{-1/2}$ and $\int_0^\infty\omega J_1e^{-b\omega}d\omega=(1+b^2)^{-3/2}$. With $K_\nu(q)=\int_0^\infty e^{-q\cosh\theta}\cosh\nu\theta\,d\theta$, the Fourier transform of $a^2(1+a^2x^2)^{-3/2}$ is $2qK_1(q/a)$, and that of $g$ is $\hat g(q)=-2K_1(q/a)/q+2a/q^2$. Poisson summation gives $1-2S=\sum_{m\in\mathbb Z}(-1)^mg(m)=2\sum_{l\ge0}\hat g(q_l)$. With $\sum_{l\ge0}(2l+1)^{-2}=\pi^2/8$, this becomes

$$1-2S=-4\sum_{l\ge0}\frac{K_1(q_l/a)}{q_l}+\frac a2,\qquad 8S=4-2a+16\sum_{l\ge0}\frac{K_1(q_l/a)}{q_l}.$$

Since $2a=U$, the terms $U-4$ cancel exactly:

$$\Delta=\frac{16}{\pi}\sum_{l\ge0}\frac{K_1\big((2l+1)\,2\pi/U\big)}{2l+1}=\frac{16}{U}\int_1^\infty\frac{\sqrt{y^2-1}}{\sinh(2\pi y/U)}\,dy>0.\tag{8}$$

The integral form uses $K_1(b)/b=\int_1^\infty\sqrt{y^2-1}\,e^{-by}dy$ (set $y=\cosh\theta$ and integrate by parts) and $2\sum_le^{-(2l+1)x}=1/\sinh x$. Every term is positive, so the potential jumps upward for every $U>0$. For small $U$ the $l=0$ term with $K_1(b)\simeq\sqrt{\pi/2b}\,e^{-b}$ gives $\Delta\simeq\frac8\pi\sqrt U\,e^{-2\pi/U}$, which vanishes faster than any power, so no finite order of perturbation theory in $U$ produces the jump. For large $U$, $g(m)\simeq1/2am$ gives $S\simeq\ln2/U$ and $\Delta\simeq U-4+8\ln2/U$, the atomic value less the bandwidth at leading order. The program tests the three forms against each other at $U=1,2,4,8$, and the two limits at $U=0.5$ and $U=100$.

The identification of $\varepsilon_\pi(\pi)$ with the limit $n\to1^-$ needs $n(Q)$ to rise to 1 regularly. The same Poisson step, applied to $(1+a^2x^2)^{-1/2}$ with transform $\frac2aK_0(q/a)$, gives

$$\rho(\pi)\equiv\rho_\pi(\pi)=\frac1{2\pi}\sum_{m\in\mathbb Z}\frac{(-1)^m}{\sqrt{1+a^2m^2}}=\frac1{\pi u}\sum_{l\ge0}K_0\!\left(\frac{q_l}{2u}\right)>0 .$$

At $k=\pi-x$, $-2\cos k\simeq2-x^2$ and $\cos(\omega\sin k)\simeq1-\omega^2x^2/2$, so $\varepsilon_\pi=\mu_--\frac12\gamma x^2$ with

$$\gamma=-\varepsilon_\pi''(\pi)=2-4\int_0^\infty\frac{\omega J_1\,d\omega}{1+e^{a\omega}}=2\sum_{m\in\mathbb Z}\frac{(-1)^m}{(1+a^2m^2)^{3/2}}=\frac{2}{u^2}\sum_{l\ge0}q_lK_1\!\left(\frac{q_l}{2u}\right)>0 .$$

Now take $Q=\pi-d$ with small $d$. Equations (4) and (5) define their solutions for all $k$, so each integral over $[-Q,Q]$ is the integral over the full zone, known from above, minus the integral over the removed arc $\mathcal A$ of length $2d$ around $\pi$, where $\cos k\simeq-1$ and $R\simeq R(0)$. For the density, $\rho(k)=\rho_\pi(k)-\cos k\int_{\mathcal A}R\rho\,dk'$, which equals $\rho(\pi)[1+2R(0)d]$ on the arc to first order. The full-zone integral of $\rho$ is 1, so $1-n=\int_{\mathcal A}\rho\,dk=2\rho(\pi)d\,[1+2R(0)d]$. For $\kappa=\varepsilon-\mu\xi$, which vanishes at $Q$ by (6), $\kappa(k)=\varepsilon_\pi(k)-\mu-\int_{\mathcal A}R\cos k'\,\kappa\,dk'$. On the arc $\kappa\simeq\frac12\gamma(d^2-x^2)$, whose integral over $|x|<d$ is $\frac23\gamma d^3$, so $\kappa(Q)=0$ gives $\mu=\mu_--\frac12\gamma d^2\,[1-\frac43R(0)d]$. Eliminating $d$,

$$\mu(n)=\mu_--c\,(1-n)^2\left[1-\tfrac{16}{3}R(0)\,d+O(d^2)\right],\qquad c=\frac{\gamma}{8\rho(\pi)^2},\tag{9}$$

where $\frac{16}{3}=\frac43+4$ and the $4$ comes from squaring $1+2R(0)d$. The one-sided limit exists and is $\mu_-$, and $dn/d\mu\simeq1/[2c(1-n)]$ diverges on approaching it. The program tests $c$ to 2% at $d=0.02$ and tests that the relative deviation is linear in $d$; the coefficient $\frac{16}{3}$ is not among its tests.

The Mott gap is defined by adding and removing one electron, $\lim_{L\to\infty}[E(L+1)+E(L-1)-2E(L)]$. By (1), $E(L+1)=E(L-1)+U$, so the bracket is $U-2[E(L)-E(L-1)]$. It tends to (7) provided $E(L)-E(L-1)\to\mu_-$, which requires the non-extensive parts of $E(N)-Le(N/L)$ to have a vanishing difference between $N=L$ and $N=L-1$. That step is established numerically below, at $U=4$, from the discrete equations.

Take the round model values $U=4t$, so $u=1$, and $t=0.5$ eV for conversion. The integral in (7) is $0.160841$, so $\mu_-=2-4(0.160841)=1.356636$, $\mu_+=4-1.356636=2.643364$, and $\Delta=\mu_+-\mu_-=1.28673\,t$, which is $0.643$ eV for $U=2$ eV. The first three terms of (8) are $1.277071+0.009466+0.000185=1.286722$, and the full series gives $1.286727$. At half filling $e_{xc}=-0.573729+1.273240-1=-0.30049$. Solving (4) to (6) below half filling gives, in units of $t$:

| $n$ | $Q$ | $e$ | $e_{xc}$ | $v_{xc}$ |
|---|---|---|---|---|
| 0.25 | 0.6842 | −0.46234 | −0.03760 | −0.23975 |
| 0.50 | 1.2908 | −0.75804 | −0.10773 | −0.31272 |
| 0.75 | 1.9644 | −0.80607 | −0.19225 | −0.36419 |
| 0.90 | 2.5250 | −0.69805 | −0.25049 | −0.42427 |
| 0.99 | 3.0647 | −0.58728 | −0.29430 | −0.59688 |

At $n=0.5$, $\mu=-0.726930$ and (2) reads $-0.726930+\sqrt2-1=-0.31272$. The values for $n>1$ follow by reflection. One-sided difference quotients of $e_{xc}$ at $n=1$, built from energies alone and extrapolated linearly in the step, give $-0.6433$ and $+0.6433$ against $\Delta/2=0.6434$. With $\rho(\pi)=0.063779$ and $\gamma=1.686634$, $c=1.686634/(8\times0.063779^2)=51.83$. At $n=0.99$ the leading term of (9) is $0.00518$, while $\mu_--\mu=1.356636-1.351704=0.00493$, smaller by about 5% of the leading term; the correction in (9), with $d=\pi-3.06468=0.077$ and $R(0)=\ln2/2\pi$, is 4.5%. The potential at $n=0.99$ still lies $0.0465$ above $-\Delta/2$. This comes mainly from the smooth terms of (2): with $\eta=1-n$, $v_{xc}\simeq-\Delta/2+(\pi+U/2)\eta-c\eta^2$, and $0.0514-0.0052=0.0462$.

On rings of $L=202,402,602$ sites, with the $N=4p+1$ state above taken as the ground state for $N=L-1$ (verified by diagonalisation only on six and ten sites), $E(L)-E(L-1)$ is $1.346696$, $1.351731$, $1.353382$, and the finite-ring gaps are $1.3066$, $1.2965$, $1.2932$. The shortfalls from $\mu_-$, multiplied by $L$, are $2.01$, $1.97$, $1.96$, so the correction is close to a $1/L$ law. Removing four electrons keeps both sets of quantum numbers symmetric; $[E(L)-E(L-4)]/4$ is $1.350751$, $1.355092$, $1.355939$, with shortfalls times $L^2$ of about $240$, $250$, $253$. Extrapolating the first set with $1,L^{-1},L^{-2}$ and the second with $1,L^{-2},L^{-3}$ gives $\mu_-=1.35664$ both times and a gap of $1.2867$, equal to (7) within the asserted tolerances of $3\times10^{-4}$ and $10^{-4}$ on $\mu_-$.

The equality of jump and gap belongs to the exact $e(n,U)$ and is lost when $e$ is replaced by the parametrisation of Lima, Silva, Oliveira and Capelle (LSOC), $e=-\frac{2\beta}{\pi}\sin\frac{\pi n}{\beta}$ for $n\le1$, continued by (1), with $\beta(U)$ fixed by the exact $e(1)$. It is exact at $U=0$ ($\beta=2$) and $U=\infty$ ($\beta=1$). Its slope at $1^-$ is $-2\cos(\pi/\beta)$, so its jump is $U+4\cos(\pi/\beta)$. The derivative of $-\frac{2\beta}{\pi}\sin\frac\pi\beta$ in $\beta$ is $-\frac2\pi\sin\frac\pi\beta+\frac2\beta\cos\frac\pi\beta$, equal to $-2/\pi$ at $\beta=2$. Matching the first-order energy $U/4$ gives $\beta-2=-\pi U/8$, hence $\pi/\beta=\pi/2+\pi^2U/32$ and a jump $U(1-\pi^2/8)$, which is negative; at $U=0.05$ the jump over $U$ is $-0.2267$ against $-0.2337$. At large $U$, $J_0J_1/\omega\to\frac12$ gives $e(1)\simeq-4\ln2/U$; with $\beta=1+y$ the LSOC energy is $-2y$, so $y=2\ln2/U$, $\cos(\pi/\beta)=-1+O(U^{-2})$, and the term $8\ln2/U$ is absent. At $U=4$, $\beta=1.31599$ and the jump is $4+4\cos(\pi/1.31599)=1.0851$, 16% below $\Delta$. At $U=8$ it is $4.4078$ against $4.6795$, at $U=2$ it is $0.0694$ against $0.1728$, and at $U=1$ it is $-0.0972$ against $0.0050$; the sign changes at $U=1.735$.

Near half filling $e_{xc}=e_{xc}(1)+\frac\Delta2|n-1|+O((n-1)^2)$, a V-shaped kink. The BALDA energy is locally stable against moving a site off $n_i=1$ as long as the remaining terms exert a slope smaller in magnitude than $\Delta/2$ (a local condition, which does not by itself make the point the global minimum), and $v_{xc}$ at such a site takes whatever value in $[-\Delta/2,\Delta/2]$ restores stationarity. If $T_s$ is also treated locally, the condition is $\mu(n_i)=\mu_0-v_i$ with a common $\mu_0$, and all sites with $\mu_-<\mu_0-v_i<\mu_+$ have $n_i=1$: a Mott plateau.

The kink was derived for the infinite uniform chain, where all occupations and the total electron number change together; BALDA transfers it to each local occupation separately, and that step is an approximation. The Hubbard dimer shows how it fails in a small system. Take two sites, two electrons, $v_{1,2}=\mp w/2$ and $n_{1,2}=1\pm\delta$, so that $\sum v_in_i=-w\delta$. In the singlet basis (both electrons on site 1, both on site 2, one on each) the Hamiltonian has diagonal $U-w$, $U+w$, $0$ and elements $-\sqrt2$ between the last state and each of the first two; $\delta$ is the difference of the first two weights. The ground state is non-degenerate, so $\delta$ is analytic and odd in $w$. At $U=4$ its slope is $0.0607/t$ and $\delta=0.0307$ at $w=0.5$. In BALDA both electrons occupy the orbital $(\sqrt{n_1/2},\sqrt{n_2/2})$, so $T_s=-2\sqrt{1-\delta^2}$. For $\delta>0$, (1) gives the Hartree plus exchange-correlation energy $2[e(1-\delta,U)-e(1-\delta,0)]+U\delta$. Expanding with $T_s\simeq-2+\delta^2$, $-2e(1-\delta,0)\simeq\frac8\pi-\pi\delta^2$ and, from (9), $2e(1-\delta,U)\simeq2e(1)-2\mu_-\delta+\frac23c\,\delta^3$,

$$\frac{E(\delta)-E(0)}{\delta}=\Delta-w-(\pi-1)\,\delta+\tfrac23c\,\delta^2+\dots$$

For $\delta<0$ the sites exchange roles and $w\to-w$, so $\delta=0$ is a local minimum for all $|w|<\Delta$. At $w=0.5$ the ratio starts at $1.2867-0.5=0.7867$ and dips slightly, as the term $-(\pi-1)\delta$ requires. Its smallest value on a grid of 60 fillings spanning $0<\delta<1$ is $0.748$, still positive. Since $w$ enters the ratio only through the term $-w$, $\delta=0$ stops being the global minimum near $w=0.5+0.748=1.248$, and between that value and $\Delta$ it is only a local one. BALDA thus gives $\delta=0$ and zero linear response for the dimer, where the exact results are $\delta=0.0307$ at $w=0.5$ and a linear response $d\delta/dw=0.0607/t$.

## Table of computed values

```
model: U = 4.0 t, u = 1.00, t = 0.50 eV; energies in t
L=10 N=10: E_ED = -5.83432264 t, E_Bethe = -5.83432264 t
L=10 N=9: E_ED = -6.85321122 t, E_Bethe = -6.85321122 t
L=10 N=6: E_ED = -8.26253139 t, E_Bethe = -8.26253139 t
e_xc(n=0.5): U=0.5 over U=0.25 ratio = 3.890
n=0.5: ring L=404 E/L = -0.758052 t, continuum e = -0.758044 t
e(1) = -0.573729 t, e(1,U=0) = -1.273240 t, e_xc(1) = -0.300490 t
int J1/(w(1+exp(wU/2))) = 0.160841
mu_minus = 1.356636 t, mu_plus = 2.643364 t
Delta: J-integral 1.286727 t, K-series 1.286727 t, sinh 1.286727 t
K-series terms l=0,1,2: 1.277071, 0.009466, 0.000185 t
Delta = 0.6434 eV, U = 2.00 eV
n=0.25 Q=0.68421 e=-0.462343 mu=-1.587508 e_xc=-0.037595 v_xc=-0.239749 t
n=0.50 Q=1.29076 e=-0.758044 mu=-0.726930 e_xc=-0.107727 v_xc=-0.312717 t
n=0.75 Q=1.96439 e=-0.806072 mu=0.370440 e_xc=-0.192252 v_xc=-0.364193 t
n=0.90 Q=2.52502 e=-0.698054 mu=1.062858 e_xc=-0.250490 v_xc=-0.424273 t
n=0.99 Q=3.06468 e=-0.587279 mu=1.351704 e_xc=-0.294297 v_xc=-0.596881 t
slopes of e_xc: v_xc(1-) = -0.6433 t, v_xc(1+) = 0.6433 t, Delta/2 = 0.6434 t
rho(pi) = 0.063779, -eps''(pi) = 1.686634 t, c = 51.829 t
L=202: E(L)-E(L-1) = 1.346696 t, [E(L)-E(L-4)]/4 = 1.350751 t, gap = 1.306608 t
L=402: E(L)-E(L-1) = 1.351731 t, [E(L)-E(L-4)]/4 = 1.355092 t, gap = 1.296537 t
L=602: E(L)-E(L-1) = 1.353382 t, [E(L)-E(L-4)]/4 = 1.355939 t, gap = 1.293237 t
extrapolated mu_minus: one electron 1.35664 t, four electrons 1.35664 t
extrapolated gap: one electron 1.2867 t, four electrons 1.2867 t
U=1: Delta = 0.005027 t, beta = 1.69939, LSOC jump = -0.09721 t
U=2: Delta = 0.172778 t, beta = 1.51441, LSOC jump = 0.06941 t
U=4: Delta = 1.286727 t, beta = 1.31599, LSOC jump = 1.08513 t
U=8: Delta = 4.679517 t, beta = 1.16957, LSOC jump = 4.40780 t
LSOC jump/U at U=0.05: -0.2267, 1-pi^2/8 = -0.2337
LSOC jump changes sign at U = 1.7349 t
dimer w = 0.5 t: exact delta = 0.03071, exact slope = 0.06066 1/t
dimer BALDA: min (E(delta)-E(0))/delta = 0.7484 t, Delta-w = 0.7867 t
```
